# How Schottky disorder sets the oxygen-vacancy activation energy in a dioxide

**Q.** You have a dioxide MO₂ whose defects come from the Schottky reaction, and you know the energy of that reaction. I would put the energy straight into a Boltzmann factor and call the result the oxygen-vacancy fraction. What is wrong with that?

**A.** The Boltzmann factor belongs to the whole reaction, which makes more than one vacancy. One Schottky event takes one metal ion and two oxygen ions from the interior and places them on new lattice sites at the surface. It leaves a metal vacancy of charge \(-4\) and two oxygen vacancies of charge \(+2\) each. Those charges are what "fully ionised" means here, and they sum to zero.

Let \(E_S\) be the energy of this complete set, with its three vacancies far apart. At temperature \(T\) the relevant quantity is the free energy \(G_S=H_S-TS_S\), where \(H_S\) is the enthalpy and \(S_S\) the vibrational entropy of the set. It leaves out the entropy of choosing where the vacancies sit, which has to be counted separately. I use atomic units in the algebra and write \(\theta=k_BT\), an energy.

**Q.** Then count it. Remember that moving ions to the surface creates new sites.

**A.** Take \(N\) formula units of atoms and \(n\) Schottky sets. There are \(N+n\) metal sites, of which \(n\) are empty, and \(2N+2n\) oxygen sites, of which \(2n\) are empty. If the vacancies do not interact, every arrangement has the same energy, and the free energy relative to the perfect crystal is
\[
F(n)=nG_S-\theta\ln\frac{(N+n)!}{N!\,n!}-\theta\ln\frac{(2N+2n)!}{(2N)!\,(2n)!}.
\]
For large numbers, Stirling's formula gives \(d\ln m!/dm=\ln m\). The first logarithm therefore has the derivative \(\ln(N+n)-\ln n\). In the second, both \(2N+2n\) and \(2n\) grow by two when \(n\) grows by one, so its derivative is \(2\ln(2N+2n)-2\ln(2n)\). Hence
\[
\frac{dF}{dn}=G_S+\theta\ln\frac{n}{N+n}+2\theta\ln\frac{2n}{2N+2n}.
\]
The arguments of the logarithms are the vacant fractions of metal and oxygen sites, \(x_M\) and \(x_O\). Setting the derivative to zero gives the law of mass action,
\[
x_Mx_O^2=K,\qquad K=e^{-G_S/\theta}.
\]

**Q.** A stationary point need not be a minimum, and a minimum need not describe a typical crystal.

**A.** Since \(2n/(2N+2n)=n/(N+n)\), the two logarithms are equal and the second derivative is
\[
\frac{d^2F}{dn^2}=3\theta\left(\frac1n-\frac1{N+n}\right)>0,
\]
so the point is a minimum. For \(n\ll N\) the curvature is \(3\theta/n\). The probability of \(n\) is proportional to \(e^{-F/\theta}\), so near the minimum it is a Gaussian of variance \(n/3\). The relative spread is \(1/\sqrt{3n}\), which vanishes for a large crystal.

**Q.** Your mass-action law has two unknowns. What does it say about oxygen vacancies alone?

**A.** The same cancellation of the factor two shows that \(x_M=x_O\). There are twice as many oxygen vacancies as metal vacancies, but also twice as many oxygen sites. Charge neutrality says the same: per metal site, the positive charge is \(2\times2x_O\) and the negative charge is \(4x_M\). Therefore \(x_O^3=K\), and
\[
\boxed{x_O=e^{-G_S/3\theta}=e^{S_S/3k_B}\,e^{-H_S/3\theta}}
\]
If \(H_S\) is a constant \(E_S\), as at negligible pressure with a temperature-independent formation energy, the activation energy is \(E_S/3\).

The physical reason is in the stationary condition. Each new vacancy gains a free energy \(-\theta\ln x\) from its choice of sites. Three vacancies gain this together, and equilibrium is reached when \(-3\theta\ln x\) pays for \(G_S\).

The counting did not need \(x_O\) to be small. Diluteness enters because the vacancies were assumed not to interact, which charged defects can satisfy only when they are far apart.

**Q.** Suppose someone quotes a Schottky energy per vacancy. Do you divide by three again?

**A.** No. An energy per vacancy is already \(E_S/3\) and goes into the exponent as it stands. The choice of concentration unit is a separate matter: the number of oxygen vacancies per formula unit is \(2x_O\) in the dilute limit, which changes the prefactor but not the slope.

**Q.** You also slid from \(G_S\) to \(H_S\). Both can vary with temperature, so why is the slope not \(G_S/3\)?

**A.** Differentiate with respect to \(\beta=1/\theta\):
\[
-\frac{d\ln x_O}{d\beta}=\frac13\frac{d(\beta G_S)}{d\beta}
=\frac13\left(G_S+\beta\frac{dG_S}{d\beta}\right).
\]
At fixed pressure \(dG_S/dT=-S_S\), and \(dT/d\beta=-k_BT^2\). Thus \(\beta\,dG_S/d\beta=\beta k_BT^2S_S=TS_S\), and the bracket is \(G_S+TS_S=H_S\). The local slope is \(H_S/3\) even when \(H_S\) varies.

For an illustration, let one Schottky set with a static energy of 6 eV soften twelve harmonic modes from a quantum of 0.06 eV to 0.05 eV. Summing over the oscillator levels at 1300 K gives \(G_S=5.750\) eV and \(H_S=5.990\) eV, an entropy of \(2.1\,k_B\). The vacancy fraction rises by a factor of 2.1, while the activation energy is 1.997 eV instead of 2 eV. The enthalpy hardly moves because a mode well above its quantum temperature has a mean energy close to \(\theta\), whatever its frequency.

**Q.** Formation energies of charged vacancies are usually plotted against the Fermi level and the oxygen chemical potential. Neither appears in your result.

**A.** They appear in the separate energies and cancel in the set. Let \(\mu\) be the chemical potential of an oxygen atom and \(E_F\) the Fermi level. Making a doubly positive oxygen vacancy releases one oxygen atom and two electrons, so it costs \(g_O+\mu+2E_F\). Making the metal vacancy releases a metal atom and takes up four electrons. Equilibrium with the solid fixes \(\mu_M+2\mu\), so the metal potential \(\mu_M\) is a constant minus \(2\mu\). With that constant absorbed in \(g_M\), the cost is \(g_M-2\mu-4E_F\). In the dilute limit
\[
x_O=e^{-(g_O+\mu+2E_F)/\theta},\qquad
x_M=e^{-(g_M-2\mu-4E_F)/\theta}.
\]
In \(x_Mx_O^2\) both variables drop out, and \(g_M+2g_O=G_S\).

When electrons and holes are few, neutrality requires \(x_O=x_M\). Equating the exponents gives
\[
E_F=\frac{g_M-g_O}{6}-\frac{\mu}{2}.
\]
Putting this back,
\[
g_O+\mu+2E_F=g_O+\frac{g_M-g_O}{3}=\frac{G_S}{3}.
\]
The Fermi level moves so as to cancel the change in \(\mu\).

**Q.** It cannot do that for ever. Put in numbers and tell me when carriers spoil it.

**A.** Take rough values in the regime of a hafnia gate dielectric: \(E_S=6\) eV, a volume of 35 Å\(^3\) per formula unit, a gap of 5.8 eV and a temperature of 1300 K, where \(\theta=0.1120\) eV. These are round model parameters. With no vibrational entropy,
\[
x_O=\exp\left(-\frac{6}{3\times0.1120}\right)=1.76\times10^{-8}.
\]
The activation energy is 2 eV, or 0.0735 hartree. The fraction is \(6.9\times10^{-10}\) at 1100 K and \(1.9\times10^{-7}\) at 1500 K. Two oxygen sites per 35 Å\(^3\) turn the 1300 K value into \(1.0\times10^{15}\) vacancies per cm\(^3\). This treats the two sites as equivalent. In monoclinic hafnia they are not: if vacancies form on only one of them and \(E_S\) refers to that site, the density is lower by the factor \(4^{-1/3}=0.63\), with the same slope.

With free-electron masses in both bands, the intrinsic carrier density is \(1.3\times10^{9}\) cm\(^{-3}\), far below this. I solved the neutrality condition with carriers included by root finding, moving \(\mu\) from the point where electrons and holes balance. The vacancy fraction rises by 10% when \(\mu\) is lowered by 2.9 eV, and falls by 10% when \(\mu\) is raised by 3.0 eV. Between these points the cube-root law is good to 10% for the fixed charges of this model, \(+2\) on every oxygen vacancy and \(-4\) on every metal vacancy. This window of 5.9 eV is wider than the range of \(\mu\), roughly 4.6 eV at 1300 K, between hafnium metal and oxygen gas at one bar. A real crystal cannot reach both ends, and the model does not say where its starting point lies within that range.

**Q.** And are the oxygen vacancies really ionised at that temperature?

**A.** It depends on the level at which the vacancy exchanges two electrons. If that level lies at \(\varepsilon\) above the valence band, the ratio of neutral to doubly charged vacancies is \(e^{-2(\varepsilon-E_F)/\theta}\), with equal degeneracies. For an assumed \(\varepsilon=3.5\) eV and a Fermi level at midgap, 2.9 eV, the ratio is \(2\times10^{-5}\). The singly charged state must be rare too. If taking up one electron costs at least \(\varepsilon-E_F=0.6\) eV, its ratio to the doubly charged state is at most \(2e^{-0.6/0.1120}\simeq0.009\), where the factor 2 counts the spin states of the unpaired electron. Full ionisation of the oxygen vacancies is then a good approximation. It fails when reduction lifts the Fermi level towards \(\varepsilon\). With the level at 3.5 eV, neutral vacancies alone raise the total by 10% once \(\mu\) is lowered by about 0.9 eV, long before carriers matter. Singly charged vacancies do so at about 0.6 eV if taking up one electron costs only \(\varepsilon-E_F\).

The metal vacancies need a check of their own. They keep the charge \(-4\) only while the Fermi level stays well above their acceptor levels, and raising \(\mu\) lowers it towards them.

**Q.** A fraction near \(10^{-8}\) is very small. Surely impurities would swamp it.

**A.** They do so readily. Let a fraction \(y\) of the metal sites carry acceptors of charge \(-1\). Neutrality per metal site becomes
\[
4x_O=4x_M+y=\frac{4K}{x_O^2}+y.
\]
At \(y=10^{-6}\), one part per million, the root is \(x_O=2.5\times10^{-7}\), which is 14 times the pure value. The acceptor term dominates, so \(x_O\simeq y/4\) and the activation energy disappears.

Donors of charge \(+1\) do the reverse. When they dominate, \(x_M\simeq y/4\), and mass action gives \(x_O=\sqrt{4K/y}\). The activation energy is then \(E_S/2\), or 3 eV here. A measured slope cannot be converted into a Schottky energy until one knows which charge balances the vacancies.

**Q.** Oxygen can also leave its site without any metal vacancy being formed.

**A.** That is the oxygen Frenkel reaction. It makes an oxygen vacancy and an interstitial of charge \(-2\), at an energy \(E_{AF}\). With one interstitial site per formula unit and an interstitial fraction \(x_I\),
\[
x_Ox_I=e^{-E_{AF}/\theta},\qquad 4x_O=4x_M+2x_I.
\]
If interstitials carry the negative charge, \(x_I=2x_O\), so \(x_O^2=\tfrac12e^{-E_{AF}/\theta}\) and the slope is \(E_{AF}/2\). Comparing exponents, Schottky disorder dominates when \(E_S/3\) is clearly smaller than \(E_{AF}/2\). For \(E_S=6\) eV the crossover is near \(E_{AF}=4\) eV. There the full neutrality equation gives an \(x_O\) that is 1.17 times the pure Schottky value. At \(E_{AF}=3\) eV the activation energy is 1.5 eV.

**Q.** You have charges of \(-4\) and \(+2\) in the same crystal and call them free. I would expect them to stick together.

**A.** This is the weakest assumption for these numbers. Let a neighbouring metal–oxygen vacancy pair have binding energy \(B\), with \(z\) oxygen neighbours per metal site. The pair has charge \(-2\), and its number per metal site is
\[
x_P=z\,x_Mx_O\,e^{B/\theta},\qquad 4x_O=4x_M+2x_P,
\]
where \(x_O\) and \(x_M\) now count free vacancies. Pairs are as numerous as free metal vacancies when \(z\,x_Oe^{B/\theta}=1\). With the unpaired value of \(x_O\), this gives
\[
B=\frac{E_S}{3}-\theta\ln z.
\]
For \(z=7\) the limit is 1.78 eV. Neighbouring pairs bound by 1 eV change the free fraction by less than 0.1%.

Well above the limit, neutrality reads \(2x_O=x_P\). Cancelling \(x_O\) leaves \(x_M=(2/z)e^{-B/\theta}\), so that
\[
x_O=\sqrt{\frac{K}{x_M}}=\sqrt{\frac z2}\;e^{-(E_S-B)/2\theta}.
\]
The free vacancies then have activation energy \((E_S-B)/2\).

**Q.** On which side of 1.78 eV is your example?

**A.** A crude estimate puts it on the wrong side. Point charges at \(d=2.1\) Å in a continuum of relative permittivity \(\epsilon_r=20\) give \(B=8/(\epsilon_rd)\), or 2.74 eV. If pairs are the only charged clusters, the free fraction rises by a factor of about 50, and its activation energy falls to 1.63 eV.

Neutral trios, with two oxygen vacancies beside one metal vacancy, must be counted too. They carry no charge, so they do not enter neutrality or alter the free fraction. They do add to the total. Two pair attractions, less the repulsion between oxygen vacancies 2.8 Å apart, bind a trio by 4.46 eV. With 21 ways to choose two neighbours out of seven, the oxygen-vacancy fraction summed over free vacancies, pairs and trios becomes about \(2\times10^{-5}\), over a thousand times the ideal value.

A continuum permittivity is not reliable at atomic distances, and I gave all 21 trios the same energy. Larger clusters are left out as well, and this model cannot include them consistently. Vacancy charges filling a whole fluorite lattice, with the same \(d\) and \(\epsilon_r\), would bind by 6.9 eV per Schottky set, or by about 6.45 eV at the spacing of 2.25 Å that matches 35 Å\(^3\) per formula unit. Either is more than the 6 eV that the set costs. Ever larger clusters would be favoured, and the sum over their sizes would not converge. Some of these clusters are charged, so they would change the free fraction too. The figures for pairs and trios show that association can be strong; they do not predict its extent. The one-third law needs a calculated binding energy before it can be trusted for a given oxide.

**Q.** Is the long-range part of the Coulomb interaction just as serious?

**A.** No. With \(N_M\) metal sites per unit volume, the sum of squared charges times densities is \(4(2N_Mx_O)+16N_Mx_M=24N_Mx_O\), so the Debye length is
\[
\lambda=\left(\frac{\epsilon_r\theta}{4\pi\,24N_Mx_O}\right)^{1/2},
\]
which is 101 nm. In the Debye–Hückel approximation the screening cloud lowers the energy of a charge \(q\) by \(q^2/(2\epsilon_r\lambda)\). For a set, \(\sum q^2=16+4+4=24\), so \(G_S\) falls by \(12/(\epsilon_r\lambda)\), and \(x_O\) rises by the factor \(\exp[4/(\epsilon_r\lambda\theta)]=1.026\). This covers weak screening, not the pairing of vacancies at contact or a few ångströms apart. Both figures use the ideal vacancy fraction. With only the free vacancies and charged pairs of the crude estimate above, the screening length would be about 17 nm; larger charged clusters could shorten it further.

**Q.** But a gate dielectric is a few nanometres thick. What does a 101 nm screening length mean there?

**A.** It means that the film cannot enforce its own neutrality. Charge on the electrodes can balance charge in the oxide, and the step \(x_O=x_M\) is lost. Suppose both faces of a 3 nm film are held at \(-0.10\) V relative to the potential of a neutral bulk crystal. A finite-difference solution of Poisson's equation with the ideal vacancy charges shows that the potential changes by only \(1.2\times10^{-5}\) V inside the film. In this mean-field solution the oxygen-vacancy fraction is multiplied throughout by
\[
e^{0.20/0.1120}=5.96,
\]
and the metal-vacancy fraction is divided by the square of this, about 36. At this level mass action survives, but the cube root does not. If the electrodes fix \(E_F\) and the surroundings fix \(\mu\), the relevant energy is \(g_O+\mu+2E_F\), which need not equal \(G_S/3\).

The mean field leaves out the attraction of each vacancy to its own image charges in the electrodes. Between metallic faces a distance \(L\) apart, this lowers the energy of a charge \(q\) at the centre by \(q^2\ln2/(\epsilon_rL)\). For the 3 nm film that is 0.067 eV for an oxygen vacancy and 0.27 eV for a metal vacancy, so their fractions rise there by further factors of about 1.8 and 11. The effect is stronger near the faces, so even the mass-action constant then depends on depth.

**Q.** So what would you tell someone who wants the vacancy density in a real hafnia gate stack?

**A.** I would not give them the ideal value as a prediction. The gap, permittivity, cell volume and film thickness are roughly typical of hafnia gate films, and 1300 K is near the temperature of a source–drain activation anneal. The Schottky energy is a round choice: lowering it by 0.5 eV multiplies the ideal \(x_O\) by 4.4, and the total by much more if most vacancies are bound in clusters. One part per million of acceptors is a demanding purity for a deposited film. The bulk density would put about three oxygen vacancies in each square micrometre of a 3 nm film, but such a film breaks the assumption of local neutrality, and each 0.1 V of offset changes the density of free, doubly charged vacancies by a factor of six. Neutral clusters do not respond to it. A positive offset also lifts \(E_F\) towards \(\varepsilon\): at \(+0.3\) V the ratio of singly to doubly charged vacancies can already reach 0.14, so full ionisation has to be checked for the actual electrodes.

Time is a further obstacle. For an assumed metal-vacancy jump barrier of 4 eV and an attempt rate of \(10^{13}\) s\(^{-1}\), the mean wait for a jump along one given path at 1300 K is about 320 s, or about 27 s if any of twelve neighbouring metal ions can jump into the vacancy. An anneal lasting seconds could not bring the metal sublattice to equilibrium in this model. At an operating temperature of 400 K the law would give \(6\times10^{-26}\), but with this barrier the metal vacancies left from processing would be frozen in, so the crystal could not reach Schottky equilibrium.

The one-third law describes a thick, pure crystal, held hot long enough to equilibrate, in which the vacancies remain ionised and unbound and neither carriers nor interstitials hold much of the charge. In a gate film, the oxygen exchanged with neighbouring layers, the electrode potentials and the thermal history have to be treated explicitly.
